**Dissociation of an impurity–vacancy pair: binding energy plus migration barrier**

For barrierless capture, the activation energy of dissociation tends to E_b + E_m on cooling, where E_b is the pair binding energy and E_m the migration barrier of the free vacancy. The program builds hop rates on a diamond lattice and asserts that the mean escape time obtained directly from them agrees with the conductance formula. It also asserts the temperature-independent bounds on the conductance G at four temperatures, and the agreement of the capture radius with the far potential and with capture times in a closed ball. For E_b = 1.0 eV and E_m = 0.45 eV, the output gives an activation energy of 1.447 eV at 430 K and 1.449 eV at 200 K. Raising all entrances to the pair by E_c = 0.20 eV gives 1.649 eV, whereas raising one in three leaves 1.447 eV. Further output sizes recapture, Coulomb attraction, tunnelling, a change of charge state and migration of the intact pair; the last two rest on rough assumed parameters and a simple upper estimate.

## Verification by program

```python
"""
Result under test: for barrierless capture, the rate at which an
impurity-vacancy pair dissociates has the activation energy E_b + E_m.
  E_b : binding energy of the pair (separated vacancy has energy zero)
  E_m : migration barrier of the free vacancy
  beta: 1/(k_B T) in 1/eV;  nu: attempt frequency in 1/s
  G   : conductance from the pair to infinity, in units of one bulk bond
  R_c : capture radius;  a: cubic lattice constant
The vacancy hops on a diamond lattice around a fixed impurity. Site energies
and symmetric saddle energies define all hop rates. Outside a finite ball,
the return probability of a free walker (proportional to 1/r) is used.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu

KB = sc.k / sc.e
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
NU = 1.0e13
A_LAT = 5.43
E_B, E_2, E_3, E_M = 1.0, -0.3, -0.1, 0.45
T_WORK = 430.0
BETA = 1 / (KB * T_WORK)

# Diamond lattice in units of a/4; the impurity at the origin is excluded.
BALL = 24
axis = np.arange(-BALL, BALL + 1)
points = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
even = np.all(points % 2 == 0, axis=1) & (points.sum(axis=1) % 4 == 0)
shifted = points - 1
odd = np.all(shifted % 2 == 0, axis=1) & (shifted.sum(axis=1) % 4 == 0)
square = (points**2).sum(axis=1)
keep = (even | odd) & (square > 0) & (square <= BALL**2)
sites, sign = points[keep], np.where(even[keep], 1, -1)
r2 = square[keep]
N = len(sites)
offset = BALL + 2
lookup = -np.ones((2 * offset + 1,) * 3, dtype=int)
lookup[tuple((sites + offset).T)] = np.arange(N)
src, dst, leak = [], [], np.zeros(N)
for bond in np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]):
    neighbour = sites + sign[:, None] * bond
    target = lookup[tuple((neighbour + offset).T)]
    inside = target >= 0
    src.append(np.where(inside)[0])
    dst.append(target[inside])
    n2 = (neighbour**2).sum(axis=1)
    out = n2 > BALL**2
    # probability that a walker leaving the ball here does not come back
    leak[out] += 1 - np.sqrt(r2[out] / n2[out])
src, dst = np.concatenate(src), np.concatenate(dst)
shell1, shell2, shell3 = r2 == 3, r2 == 8, r2 == 11
assert (shell1.sum(), shell2.sum(), shell3.sum()) == (4, 12, 12)
entrance = (shell1[src] & shell2[dst]) | (shell2[src] & shell1[dst])
ring_edge = shell2[src] & shell3[dst]


def landscape(e_b, e_2, e_3, e_m):
    """Site energies and saddle energies that follow the mean site energy."""
    energy = np.zeros(N)
    energy[shell1], energy[shell2], energy[shell3] = -e_b, e_2, e_3
    saddle = e_m + (energy[src] + energy[dst]) / 2
    assert np.all(saddle > np.maximum(energy[src], energy[dst]))
    return energy, saddle, e_m


def solve(matrix, rhs):
    lu = splu(matrix.tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    return lu.solve(rhs)


def conductance(beta, land, start=shell1):
    """Conductance from the start sites to infinity, and the potential."""
    _, saddle, e_m = land
    weight = np.exp(-beta * (saddle - e_m))
    w = coo_matrix((weight, (src, dst)), shape=(N, N)).tocsr()
    lap = (diags(np.asarray(w.sum(axis=1)).ravel() + leak) - w).tocsr()
    free = np.where(~start)[0]
    h = np.ones(N)
    feed = np.asarray(w[free] @ start.astype(float)).ravel()
    h[free] = solve(lap[free][:, free], feed)
    return leak @ h, h


def pair_rate(beta, land):
    """Derived formula: conductance divided by the weight of the pair."""
    g, _ = conductance(beta, land)
    weight = np.exp(-beta * land[0][shell1]).sum()
    return NU * np.exp(-beta * land[2]) * g / weight


def hop_matrix(beta, land):
    energy, saddle, _ = land
    rate = NU * np.exp(-beta * (saddle - energy[src]))
    return coo_matrix((rate, (src, dst)), shape=(N, N)).tocsr()


def escape_moments(beta, land):
    """Mean escape time and mean square, directly from the hop rates."""
    k = hop_matrix(beta, land)
    exit_rate = NU * np.exp(-beta * land[2]) * leak
    m = diags(np.asarray(k.sum(axis=1)).ravel() + exit_rate) - k
    t1 = solve(m, np.ones(N))
    t2 = solve(m, 2 * t1)
    return t1[shell1].mean(), t2[shell1].mean()


def capture_time(beta, land):
    """Mean time to reach the impurity in a closed ball, random start."""
    k = hop_matrix(beta, land)
    m = (diags(np.asarray(k.sum(axis=1)).ravel()) - k).tocsr()
    free = np.where(~shell1)[0]
    t = solve(m[free][:, free], np.ones(len(free)))
    return t[r2[free] > 11].mean()


def activation(rate, beta, step=0.2):
    return -np.log(rate(beta + step) / rate(beta - step)) / (2 * step)


land = landscape(E_B, E_2, E_3, E_M)
total = E_B + E_M
g_work, h_work = conductance(BETA, land)
k_work = pair_rate(BETA, land)

# Escape time from the hop rates against the conductance formula.
tau, tau_sq = escape_moments(BETA, land)
assert abs(tau * k_work - 1) < 1e-4
assert abs(tau_sq / tau**2 - 2) < 1e-3

# Activation energy; the finite-temperature correction fades on cooling.
slope_work = activation(lambda b: pair_rate(b, land), BETA)
slope_direct = activation(lambda b: 1 / escape_moments(b, land)[0], BETA)
slope_cold = activation(lambda b: pair_rate(b, land), 1 / (KB * 200))
assert abs(slope_direct - slope_work) < 1e-4
assert abs(slope_work - total) < 0.015
assert abs(slope_cold - total) < abs(slope_work - total)
other = landscape(0.5, 0.0, 0.0, 0.3)
slope_other = activation(lambda b: pair_rate(b, other), BETA)
assert abs(slope_other - 0.8) < 0.015

# Temperature-independent bounds on the conductance.
flat = (land[0], np.full(len(src), E_M), E_M)
g_flat, _ = conductance(BETA, flat)
region = shell1 | shell2 | shell3
region[dst[region[src]]] = True
g_short, _ = conductance(BETA, flat, region)
for temperature in (200, 300, 430, 600):
    g_here, _ = conductance(1 / (KB * temperature), land)
    assert g_flat < g_here < g_short

# Capture radius: flux against the far potential and a closed-ball capture.
radius = g_work / (4 * np.pi)
distance = np.sqrt(r2) / 4
far = (distance > 3) & (distance < 5)
radius_far = np.mean(h_work[far] * distance[far])
assert abs(radius_far / radius - 1) < 0.02
diff = NU * np.exp(-BETA * E_M) / 8
ball_radius = (3 * (N + 1) / 8 / (4 * np.pi)) ** (1 / 3)
t_capture = capture_time(BETA, land)
t_formula = (ball_radius**3 / (3 * radius) - 0.6 * ball_radius**2) / diff
# lattice ball against a smooth sphere: a few per cent are expected
assert abs(t_capture / t_formula - 1) < 0.05
slope_capture = activation(lambda b: 1 / capture_time(b, land), BETA)
assert abs(slope_capture - E_M) < 0.015

# Extra capture barrier on all entrances, then on one entrance in three.
E_C = 0.2
blocked = land[1].copy()
blocked[entrance] = E_M + E_C
slope_blocked = activation(
    lambda b: pair_rate(b, (land[0], blocked, E_M)), BETA)
assert abs(slope_blocked - total - E_C) < 0.015
partial = land[1].copy()
outer_site = np.where(shell2[src], src, dst)
some = entrance & (sites[outer_site, 2] == 0)
assert 3 * some.sum() == entrance.sum()
partial[some] = E_M + E_C
slope_partial = activation(
    lambda b: pair_rate(b, (land[0], partial, E_M)), BETA)
assert abs(slope_partial - total) < 0.015

# First hop and return.
first_barrier = land[1][shell1[src]].min() + E_B
first_rate = 3 * NU * np.exp(-BETA * first_barrier)
success = k_work / first_rate
assert success < 1e-4

# Temperature for a 30 minute lifetime, correct and mistaken.
HOLD = 1800.0
t_anneal = brentq(lambda t: np.log(HOLD * pair_rate(1 / (KB * t), land)),
                  350, 550, xtol=0.01)
prefactor = k_work * np.exp(BETA * total)
t_wrong = E_B / (KB * np.log(prefactor * HOLD))
k_room = pair_rate(1 / (KB * 300), land)

# Recapture by donors in competition with sinks.
CM3 = 1e-24
N_DONOR, N_SINK, N_FEW, R_SINK = 1e16, 1e18, 1e14, 5.0


def loss_rate(beta, n_sink):
    g, _ = conductance(beta, land)
    d = NU * np.exp(-beta * E_M) * A_LAT**2 / 8
    back = 4 * np.pi * (A_LAT * g / (4 * np.pi)) * d * N_DONOR * CM3
    sink = 4 * np.pi * R_SINK * d * n_sink * CM3
    k = pair_rate(beta, land)
    matrix = np.array([[-k, back], [k, -back - sink]])
    slow = np.min(np.abs(np.linalg.eigvals(matrix)))
    return slow, k * sink / (sink + back)


for amount in (N_SINK, N_FEW):
    exact, formula = loss_rate(BETA, amount)
    assert abs(exact / formula - 1) < 1e-4
factor_many = loss_rate(BETA, N_SINK)[0] / k_work
factor_few = loss_rate(BETA, N_FEW)[0] / k_work
slope_few = activation(lambda b: loss_rate(b, N_FEW)[0], BETA)
assert abs(slope_few - total) < 0.02

# Coulomb attraction between unit charges, rough permittivity of silicon.
EPS = 11.7
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10 / EPS
r_c = radius * A_LAT


def charged_radius(beta):
    length = coulomb * beta
    return length / (1 - np.exp(-length / r_c))


integral = quad(lambda u: np.exp(-coulomb * BETA * u), 0, 1 / r_c)[0]
assert abs(charged_radius(BETA) * integral - 1) < 1e-7
shift_coulomb = activation(charged_radius, BETA)
screening = np.sqrt(1 / (BETA * 4 * np.pi * coulomb * N_DONOR * CM3))

# Tunnelling at the saddle, leading correction.
quantum = sc.h * NU / sc.e


def tunnel(beta):
    return 1 + (quantum * beta)**2 / 24


shift_tunnel = activation(tunnel, BETA)


# Migration of the intact pair by passage through the third shell.
def ring_rate(beta):
    flux = NU * np.exp(-beta * land[1][ring_edge]).sum()
    return flux / (4 * np.exp(beta * E_B))


def pair_migration_ratio(beta):
    d_pair = ring_rate(beta) * (A_LAT / np.sqrt(2))**2 / 6
    arrive = 4 * np.pi * R_SINK * d_pair * N_SINK * CM3
    return arrive / pair_rate(beta, land)


E_M_CHARGED = 0.2
charge_factor = np.exp(BETA * (E_M - E_M_CHARGED))


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("Model in the rough regime of a donor-vacancy pair in silicon")
show("binding energy E_b", E_B, "eV", ".2f")
show("vacancy migration barrier E_m", E_M, "eV", ".2f")
show("energy on second shell", E_2, "eV", ".2f")
show("energy on third shell", E_3, "eV", ".2f")
show("attempt frequency", NU, "1/s", ".1e")
show("lattice constant", A_LAT, "angstrom", ".2f")
show("temperature", T_WORK, "K", ".0f")
show("thermal energy k_B T", 1 / BETA, "eV", ".5f")
show("sum E_b + E_m", total, "eV", ".4f")
show("sum E_b + E_m", total / HARTREE, "hartree", ".5f")
show("computed activation energy at 430 K", slope_work, "eV", ".4f")
show("computed activation energy at 200 K", slope_cold, "eV", ".4f")
show("activation energy of capture at 430 K", slope_capture, "eV", ".4f")
show("second model, E_b=0.5 E_m=0.3, activation", slope_other, "eV", ".4f")
show("conductance G, lower bound", g_flat, "", ".3f")
show("conductance G at 430 K", g_work, "", ".3f")
show("conductance G, upper bound", g_short, "", ".3f")
show("capture radius from flux", r_c, "angstrom", ".3f")
show("capture radius from far potential", radius_far * A_LAT, "angstrom", ".3f")
show("closed-ball capture time, hops/formula", t_capture / t_formula, "", ".4f")
show("dissociation rate at 430 K", k_work, "1/s", ".3e")
show("lifetime from formula at 430 K", 1 / k_work, "s", ".4g")
show("lifetime from hop rates at 430 K", tau, "s", ".4g")
show("mean square time / squared mean", tau_sq / tau**2, "", ".5f")
show("rate prefactor at 430 K", prefactor, "1/s", ".3e")
show("first-hop barrier", first_barrier, "eV", ".3f")
show("first-hop rate at 430 K", first_rate, "1/s", ".3e")
show("dissociations per first hop", success, "", ".3e")
show("extra capture barrier E_c", E_C, "eV", ".2f")
show("activation, all entrances raised", slope_blocked, "eV", ".4f")
show("activation, one entrance in three raised", slope_partial, "eV", ".4f")
show("temperature for 30 min lifetime", t_anneal, "K", ".1f")
show("same, mistaken use of E_b alone", t_wrong, "K", ".1f")
show("rate error from omitting E_m at 430 K", np.exp(BETA * E_M), "", ".3e")
show("lifetime at 300 K", 1 / k_room, "s", ".3e")
show("donor density", N_DONOR, "cm^-3", ".1e")
show("sink density, many", N_SINK, "cm^-3", ".1e")
show("sink density, few", N_FEW, "cm^-3", ".1e")
show("assumed sink radius", R_SINK, "angstrom", ".1f")
show("loss rate / dissociation rate, many sinks", factor_many, "", ".4f")
show("loss rate / dissociation rate, few sinks", factor_few, "", ".5f")
show("activation energy of loss, few sinks", slope_few, "eV", ".4f")
show("relative permittivity, rough", EPS, "", ".1f")
show("capture radius with unit charges", charged_radius(BETA), "angstrom", ".2f")
show("Coulomb shift of activation energy", shift_coulomb, "eV", ".4f")
show("screening length", screening, "angstrom", ".0f")
show("tunnelling factor on hop rate", tunnel(BETA), "", ".4f")
show("tunnelling shift of activation energy", shift_tunnel, "eV", ".4f")
show("other charge state, assumed E_m", E_M_CHARGED, "eV", ".2f")
show("rate factor from that E_m, same E_b", charge_factor, "", ".4g")
show("pair-migration activation energy", activation(ring_rate, BETA), "eV", ".4f")
show("pair migration to sinks / dissociation, 430 K",
     pair_migration_ratio(BETA), "", ".3g")
show("pair migration to sinks / dissociation, 300 K",
     pair_migration_ratio(1 / (KB * 300)), "", ".3g")
print("no test failed")
```

It prints:

```
Model in the rough regime of a donor-vacancy pair in silicon
binding energy E_b: 1.00 eV
vacancy migration barrier E_m: 0.45 eV
energy on second shell: -0.30 eV
energy on third shell: -0.10 eV
attempt frequency: 1.0e+13 1/s
lattice constant: 5.43 angstrom
temperature: 430 K
thermal energy k_B T: 0.03705 eV
sum E_b + E_m: 1.4500 eV
sum E_b + E_m: 0.05329 hartree
computed activation energy at 430 K: 1.4469 eV
computed activation energy at 200 K: 1.4493 eV
activation energy of capture at 430 K: 0.4455 eV
second model, E_b=0.5 E_m=0.3, activation: 0.7998 eV
conductance G, lower bound: 5.045
conductance G at 430 K: 13.235
conductance G, upper bound: 14.078
capture radius from flux: 5.719 angstrom
capture radius from far potential: 5.720 angstrom
closed-ball capture time, hops/formula: 1.0124
dissociation rate at 430 K: 3.350e-04 1/s
lifetime from formula at 430 K: 2985 s
lifetime from hop rates at 430 K: 2985 s
mean square time / squared mean: 2.00000
rate prefactor at 430 K: 3.309e+13 1/s
first-hop barrier: 0.800 eV
first-hop rate at 430 K: 1.261e+04 1/s
dissociations per first hop: 2.656e-08
extra capture barrier E_c: 0.20 eV
activation, all entrances raised: 1.6492 eV
activation, one entrance in three raised: 1.4465 eV
temperature for 30 min lifetime: 435.6 K
same, mistaken use of E_b alone: 300.4 K
rate error from omitting E_m at 430 K: 1.880e+05
lifetime at 300 K: 6.725e+10 s
donor density: 1.0e+16 cm^-3
sink density, many: 1.0e+18 cm^-3
sink density, few: 1.0e+14 cm^-3
assumed sink radius: 5.0 angstrom
loss rate / dissociation rate, many sinks: 0.9887
loss rate / dissociation rate, few sinks: 0.00867
activation energy of loss, few sinks: 1.4500 eV
relative permittivity, rough: 11.7
capture radius with unit charges: 33.31 angstrom
Coulomb shift of activation energy: -0.0364 eV
screening length: 489 angstrom
tunnelling factor on hop rate: 1.0519
tunnelling shift of activation energy: -0.0037 eV
other charge state, assumed E_m: 0.20 eV
rate factor from that E_m, same E_b: 851.3
pair-migration activation energy: 1.2500 eV
pair migration to sinks / dissociation, 430 K: 0.0618
pair migration to sinks / dissociation, 300 K: 0.624
no test failed
```
